# How a zone-centre surface state loses its atomic corrugation in vacuum, part 2

A metal tip hangs above a close-packed metal surface, and electrons of a surface state tunnel. How much of the state's atomic pattern is left at height $z$? The signal was assumed proportional to $|\psi|^2$ at the tip centre. Lengths are in nm, energies in eV; $\mathbf r$ is the position along the surface. For $z>0$ the potential is flat and defines zero energy. A state of energy $E<0$ has

$$\kappa=\frac{\sqrt{-2mE}}{\hbar}. \tag{1}$$

Its component of lateral wavevector $q$ has an amplitude decaying with $f(q)=\sqrt{\kappa^2+q^2}$, a convex function; $\kappa_G=f(G)$.

At the zone centre, $c_{\mathbf G}(z)$ is the amplitude of $e^{i\mathbf G\cdot\mathbf r}$ in $\psi$, and $c_0$ that of the uniform wave. The density has lateral mean $n_0$ and coefficient $n_{\mathbf G}$ of $e^{i\mathbf G\cdot\mathbf r}$. For a shortest nonzero reciprocal vector $\mathbf G$, of length $G$, the leading part of $n_{\mathbf G}$ is $c_0^*c_{\mathbf G}+c_{-\mathbf G}^*c_0$. For a nondegenerate state, without magnetic field or spin–orbit coupling, these terms are equal. If $c_0\ne0$ and $c_{\mathbf G}\ne0$, then at large height

$$\frac{n_{\mathbf G}}{n_0}\longrightarrow 2\,\frac{c_{\mathbf G}(0)}{c_0(0)}\,\exp\!\left[-\left(\sqrt{\kappa^2+G^2}-\kappa\right)z\right]. \tag{8}$$

A line lattice is periodic along $x$ only, with period $a$, $G=2\pi/a$ and symmetry under $x\to-x$.

The example, roughly Cu(111), is hexagonal with $a=0.26$ nm, work function 4.9 eV and a state 0.4 eV below the Fermi level. Thus $E=-5.3$ eV, and $\kappa=11.79$, $G=27.90$, $\kappa_G=30.29$, $\kappa_G-\kappa=18.50$, all in nm⁻¹; $\hbar^2/2m=0.0381$ eV nm².

The model metal is a sixfold corrugated layer 0.25 nm thick, with a hard wall behind it and its edge at $z=0$. Its potential is a constant well plus $-1$ eV times the sum of the six shortest lattice waves, which is $6$ above an atom and $-3$ in a hollow. It was solved with plane waves and steps of 0.0025 nm in $z$. Formula (8) gives $n_{\mathbf G}/n_0=4.79\times10^{-2}$ at $z=0$ and $4.61\times10^{-6}$ at 0.5 nm. The constant-density contour has a top-to-hollow height difference of 0.071 pm at 0.3 nm.

### Moving away from the zone centre

A state with lateral wavevector $\mathbf k$ is $e^{i\mathbf k\cdot\mathbf r}$ times a periodic function. Its components have wavevectors $\mathbf k+\mathbf G'$ and decay with $f(|\mathbf k+\mathbf G'|)$. The symbol $\kappa$ still stands for $\sqrt{-2mE}/\hbar$ with the total energy.

Let $\mathbf k$ point along $\mathbf G$, with $0<k\le G/2$. The shortest wavevector is then $\mathbf k$ itself, and the next is $\mathbf k-\mathbf G$, of length $G-k$. No other is shorter, since $|\mathbf k+\mathbf G'|\ge|\mathbf G'|-k\ge G-k$ for every nonzero $\mathbf G'$.

The mean density below the zone edge decays with $2f(k)$. A density harmonic needs two different components, and the slowest pair is the one just named. Its difference is $\mathbf G$, so it does contribute to $n_{\mathbf G}$. If both amplitudes are nonzero, the relative harmonic decays with

$$\gamma_k=f(G-k)+f(k)-2f(k)=\sqrt{\kappa^2+(G-k)^2}-\sqrt{\kappa^2+k^2}. \tag{12}$$

For $k=0$ this returns $\kappa_G-\kappa$. As $k$ grows, the first root shrinks and the second grows, so the pattern survives to greater heights. At the zone edge, $k=G/2$, the rate is zero. There the two components decay together. If they have equal amplitudes, as in an even edge state of a symmetric line lattice, the density is proportional to $|e^{iGx/2}+e^{-iGx/2}|^2=2+2\cos Gx$. The harmonic $e^{iGx}$ has weight 1 against a mean of 2, so $n_G/n_0=1/2$ at any height where these two waves dominate. In an odd edge state the amplitudes are opposite, and the ratio is $-1/2$.

Both statements were tested on a line lattice of period 0.4 nm, for which $G=15.71$ nm⁻¹. The layer was again 0.25 nm thick with a hard wall behind it. It had a well depth of 9 eV and a potential Fourier coefficient of $-0.5$ eV, and the equation was solved with nine plane waves and the same step in $z$. For $k=G/4$, the density between 0.8 and 1.0 nm gave a rate of 4.38 nm⁻¹, and (12) gives 4.38 nm⁻¹ with the energy of that solution. For the edge state $n_G/n_0$ was 0.500 both at 0.4 and at 0.8 nm.

### A zone-centre state without a uniform part

The condition $c_0\ne0$ can fail by symmetry. On the line lattice, an odd zone-centre state has no uniform component, and its first two waves are

$$\psi=s_1(z)\sin Gx+s_2(z)\sin2Gx .$$

The amplitudes decay with $\kappa_G$ and $\kappa_{2G}=f(2G)$. Squaring gives $s_1^2\sin^2Gx+2s_1s_2\sin Gx\sin2Gx+s_2^2\sin^22Gx$. With $\sin^2Gx=(1-\cos2Gx)/2$ and $2\sin Gx\sin2Gx=\cos Gx-\cos3Gx$,

$$|\psi|^2\simeq\frac{s_1^2}{2}(1-\cos2Gx)+s_1s_2(\cos Gx-\cos3Gx),$$

where the term in $s_2^2$ has been dropped at large height. The mean is $s_1^2/2$. The coefficient of $e^{2iGx}$ is $-s_1^2/4$, so $n_{2G}/n_0=-1/2$, independent of height. The first harmonic is $n_G=s_1s_2/2$, so $n_G/n_0=s_2/s_1$, which decays with $\kappa_{2G}-\kappa_G$.

The constant second harmonic has a simple cause: the state has nodal lines fixed by symmetry, and its density must vanish on them at every height. In a numerical solution with a 20 eV well and a coefficient of $-1$ eV, the lowest odd state had $n_{2G}/n_0=-0.500$ at 0.3 and at 0.6 nm. Its first harmonic decayed at 13.63 nm⁻¹, against 13.64 nm⁻¹ from the formula. Being at the zone centre is thus not enough; the state must also contain the uniform wave.

### A vacuum potential that is itself rippled

So far the potential was flat right down to the layer. The charges of real atoms also ripple the electrostatic potential outside. In charge-free vacuum the potential obeys Laplace's equation, and its harmonic $e^{i\mathbf G\cdot\mathbf r}$ decays as $e^{-Gz}$. Let its potential energy be $V_{\mathbf G}e^{-Gz}$ and put $v=2mV_{\mathbf G}/\hbar^2$. To first order in $V_{\mathbf G}$ it scatters the uniform wave into the ripple:

$$c_{\mathbf G}''=(\kappa^2+G^2)c_{\mathbf G}+v\,e^{-Gz}c_0(0)e^{-\kappa z}. \tag{13}$$

Try a solution $Ce^{-(G+\kappa)z}$. Insertion gives

$$C\left[(G+\kappa)^2-\kappa^2-G^2\right]=v\,c_0(0)\quad\Rightarrow\quad C=\frac{v\,c_0(0)}{2G\kappa}.$$

The complete solution is this term plus the free wave $e^{-\kappa_Gz}$. Divided by $c_0(z)$, the forced part decays as $e^{-Gz}$ and the free part as $e^{-(\kappa_G-\kappa)z}$. Since $\kappa_G-\kappa<G$, the free part survives longer. The potential tail changes the prefactor and the approach to the law, while the final rate stays the same at this order, provided the free amplitude does not vanish.

With a tail of $V_G=-0.3$ eV added in front of the 9 eV layer on the line lattice, and the same coefficient inside it, the numerical density decayed at 7.82 nm⁻¹ between 0.8 and 1.0 nm. The law gives 7.82 nm⁻¹.

### What the tip measures

The tunnelling current between weakly coupled electrodes is proportional to $|M|^2$, with Bardeen's matrix element

$$M\propto\int(\chi^*\nabla\psi-\psi\nabla\chi^*)\cdot d\mathbf S \tag{14}$$

over a surface in the gap. Here $\chi$ is the tip state, taken at the same energy as $\psi$. Let $\chi$ be spherical around the tip centre $\mathbf R$, so that outside the tip $\chi=Ae^{-\kappa\rho}/\rho$, where $\rho$ is the distance from $\mathbf R$ and $A$ is a real constant. It obeys $\nabla^2\chi=\kappa^2\chi-4\pi A\,\delta(\mathbf x-\mathbf R)$, with $\mathbf x=(\mathbf r,z)$.

Deform the surface into one that encloses $\mathbf R$, and continue both vacuum forms inside it. The divergence theorem turns the integral into

$$\int(\chi\nabla^2\psi-\psi\nabla^2\chi)\,dV=\int\left[\chi\kappa^2\psi-\psi\kappa^2\chi+4\pi A\,\psi\,\delta(\mathbf x-\mathbf R)\right]dV=4\pi A\,\psi(\mathbf R).$$

The signal of a spherical tip is therefore proportional to $|\psi(\mathbf R)|^2$, as assumed at the start. The height $z$ is that of the tip centre, which lies above the lowest tip atom's outer edge.

Other tip orbitals follow by differentiation. A $p_z$ wave is the derivative of the spherical wave with respect to the height of $\mathbf R$. Because $M$ is linear in $\chi$, its matrix element is the same derivative of $\psi(\mathbf R)$. The uniform component then acquires $-\kappa$ and the ripple $-\kappa_G$, so the relative harmonic is multiplied by

$$\frac{\kappa_G}{\kappa}=\frac{30.29}{11.79}=2.57 .$$

For a $d_{z^2}$ wave take the second derivative. With $F(\rho)=e^{-\kappa\rho}/\rho$ and $\theta$ the angle from the $z$ axis,

$$\partial_z^2F=\frac{F'}{\rho}+\left(F''-\frac{F'}{\rho}\right)\cos^2\theta .$$

The angular average of $\cos^2\theta$ is $1/3$, so the average of this expression is $(F''+2F'/\rho)/3=\nabla^2F/3=\kappa^2F/3$. Subtracting it leaves $(F''-F'/\rho)(\cos^2\theta-1/3)$, which has the pure $d_{z^2}$ shape. The operator acting on $\psi$ is thus $\partial_z^2-\kappa^2/3$. It gives $2\kappa^2/3$ on the uniform wave and $\kappa_G^2-\kappa^2/3$ on the ripple. The relative harmonic grows by

$$\frac{\kappa_G^2-\kappa^2/3}{2\kappa^2/3}=9.4 .$$

These are constant factors. Each of these two orbitals raises the pattern at every height in the asymptotic range and leaves the exponent alone. The factor 9.4 is worth about as much as moving a spherical tip 0.12 nm closer.

### Sizes of the neglected effects

Take the tip centre at $z=0.5$ nm. Each effect below is applied alone, with the layer-edge amplitudes or the stated starting condition held fixed.

**Image potential.** An electron outside a metal is attracted by $-e^2/(16\pi\varepsilon_0z)$, with the image plane put at $z=0$. Each component then obeys $c''=(\kappa^2+q^2+2mV/\hbar^2)c$, with $q=0$ or $G$. The logarithmic derivative $y=c'/c$ satisfies $y'=\kappa^2+q^2+2mV/\hbar^2-y^2$. This was integrated numerically inward from 4 nm, where the decaying solution is known closely. Between 0.1 and 0.5 nm the image potential multiplies the relative harmonic by 0.71. The factor depends on the starting height, because the attraction is strongest close to the surface: starting at 0.05 nm gives 0.63, and starting at the layer edge gives 0.47, although the classical image form is not reliable that close to the surface. The sign follows from the rate: lowering the barrier lowers $\kappa^2$, and

$$\frac{d(\kappa_G-\kappa)}{d(\kappa^2)}=\frac1{2\kappa_G}-\frac1{2\kappa}<0 .$$

A lower barrier therefore makes the relative pattern fade faster, even though the total density fades more slowly. The additional image charges in the tip are not included.

**Bias.** Filled states 0.4 eV below the Fermi level are reached with about 0.5 V, tip positive. Let this voltage drop linearly between $z=0$ and the tip centre. The same integration gives a factor 0.91 between 0.1 and 0.5 nm, and 0.90 when started at the layer edge.

**Temperature.** The thermal width of the Fermi edge at 300 K is about $3.5k_BT=0.09$ eV. Raising the state's energy by this amount reduces the harmonic by 3%.

**Occupied states around the zone centre.** With an effective mass of $0.4m$, a rough value for this state, the band reaches the Fermi level at

$$k_F=\sqrt{0.4\times0.4/0.0381}=2.05\ \text{nm}^{-1}.$$

There the energy is $-4.9$ eV. For $\mathbf k$ along $\mathbf G$, (12) gives a rate of 16.71 instead of 18.50 nm⁻¹. This applies to only one of the two terms that were equal at the zone centre. The other pairs $\mathbf k$ with $\mathbf k+\mathbf G$ and has the rate $f(G+k)-f(k)=20.50$ nm⁻¹. With the same layer-edge amplitudes, the harmonic at 0.5 nm changes by the factor

$$\tfrac12\left[e^{(18.50-16.71)\times0.5}+e^{(18.50-20.50)\times0.5}\right]=1.4 .$$

The amplitudes themselves also depend on $\mathbf k$. In the layer model, with the well depth retuned to give $-4.9$ eV at this $\mathbf k$, the slower term starts larger and the factor becomes 1.6.

For $\mathbf k$ perpendicular to $\mathbf G$, both terms have the rate $\sqrt{\kappa^2+k^2+G^2}-\sqrt{\kappa^2+k^2}=18.67$ nm⁻¹, and the factor is 0.92. A measurement that collects the whole occupied disc mixes such values, so under this assumption about the amplitudes its pattern differs only modestly from that of the central state. With a parabolic band and equal weights at the layer edge, the average over the disc gives a factor of about 1.1.

**Zone-edge states.** Suppose the electrodes also offer a state at $k=G/2$ and energy $-4.9$ eV. Its amplitude decays with $\sqrt{4.9/0.0381+(27.90/2)^2}=17.98$ nm⁻¹. If its mean density equals that of the surface state at $z=0$, then at 0.5 nm it has fallen to

$$e^{-2(17.98-11.79)\times0.5}=2.1\times10^{-3}$$

of the surface-state density. Half of this is modulated, so its harmonic is $1.0\times10^{-3}$ of the surface-state density. That is about 220 times the surface state's own harmonic.

Part of this ratio was present at the start. At $z=0$ it is already $0.5/0.048\simeq10$; the remaining factor of about 21 builds up with height. If the same total density is shared equally among the three distinct edge midpoints of the hexagonal zone, each direction $\mathbf G$ receives a third, and the ratio becomes about 75.

The growth with height is general when the two states have the same energy. Convexity of $f$ at the midpoint $G/2$ gives $2f(G/2)<f(0)+f(G)$, hence

$$2\left[f(G/2)-\kappa\right]<\kappa_G-\kappa . \tag{15}$$

The left side is the rate at which the zone-edge density falls relative to the zone-centre density. The right side is the rate at which the zone-centre pattern fades. So a minority of edge states can supply the atomic contrast while the zone-centre state supplies most of the current. Whether they do so on a given surface depends on whether such states exist in the bias window and on their weight at the surface.

### Beside the real surface

The energy, the lattice constant and the effective mass are rough typical values for Cu(111), so the rate of 18.5 nm⁻¹ should be a fair estimate for the centre of its Shockley band in a flat barrier. The layer is less realistic. Its thickness and its Fourier coefficient of $-1$ eV were chosen; the latter means a potential difference of 9 eV between top and hollow. Its edge $z=0$ has no fixed distance from the outermost nuclei. The layer is also sixfold, whereas a real (111) surface is only threefold because of the deeper atomic layers. Its harmonics can then be complex and its two kinds of hollow can differ in height, but the exponent is the same. Moving the layer edge by 0.1 nm at a fixed tip position changes the predicted harmonic by $e^{1.85}\simeq6$.

Atomic resolution on close-packed metals involves heights of picometres and more, as a rough size. The model gives 0.07 pm at 0.3 nm with a spherical tip. An error of ten in the prefactor would raise this to 0.7 pm at that height. The assumption that matters most in the list above is that the zone-centre state acts alone: edge states can change the harmonic at 0.5 nm by two orders of magnitude, and a $d_{z^2}$ tip by one. Forces between tip and surface, which displace atoms at close approach, were not estimated and could also contribute.

For a stable spherical tip, a flat barrier and current from the zone-centre state alone, the formula gives the cost of contrast. Doubling the relative corrugation requires an approach of $\ln2/18.5=0.037$ nm. The mean current then rises by $e^{2\times11.79\times0.037}\simeq2.4$. Under these conditions a current about ten times larger, at unchanged bias, buys a relative pattern about six times stronger, since the pattern scales as the current to the power $(\kappa_G-\kappa)/2\kappa=0.78$.

Numerical values quoted here were computed with a short program.
